# The so(2,1) algebra of hydrogen, Bohr levels and Coulomb Sturmians

## Theorem

Hartree atomic units are used. An electron moves about a fixed point nucleus of charge $Z>0$, without spin or relativity. For angular momentum $l=0,1,2,\dots$ the reduced radial function $u(r)=rR(r)$ obeys $Hu=Eu$, with

$$H=\frac{p^2}{2}+\frac{l(l+1)}{2r^2}-\frac Zr,\qquad p=-i\frac{d}{dr},\qquad u(0)=0 .$$

Define

$$W=rp^2+\frac{l(l+1)}{r},\quad T_3=\frac{W+r}{2},\quad T_1=\frac{W-r}{2},\quad T_2=rp .$$

These operators act in the space with the weighted product

$$(f,g)=\int_0^\infty f^*g\,\frac{dr}{r}.$$

**(a)** They form an so(2,1) algebra with Casimir operator $l(l+1)$:

$$[T_1,T_2]=-iT_3,\quad [T_2,T_3]=iT_1,\quad [T_3,T_1]=iT_2,$$
$$T_3^2-T_1^2-T_2^2=l(l+1).$$

**(b)** The bound levels are $E_n=-Z^2/(2n^2)$ with $n=l+1,l+2,\dots$

**(c)** Let $S_n$ be the Coulomb Sturmians of one common scale $k>0$, normalized in the weighted product. Then

$$(S_n,rS_n)=\frac nk,\qquad (S_{n+1},rS_n)=-\frac{\sqrt{(n-l)(n+l+1)}}{2k},$$

and elements of $r$ between Sturmians whose indices differ by more than one vanish.

The product matters in (c). With the ordinary measure $dr$, the matrix of $r$ has five diagonals, as shown below.

**Domain.** Let $D$ be the set of functions $r^{l+1}g(r)$, with $g$ a power series convergent for all $r$, that decay together with their derivatives faster than any power of $1/r$. Multiplication by $r$ and the operator $rp$ keep $D$ invariant. So does $W$, because

$$W r^{l+1+j}=\left[l(l+1)-(l+1+j)(l+j)\right]r^{l+j},$$

and the bracket vanishes at $j=0$, where the power would be too low. On $D$,

$$(f,rg)=\int f^*g\,dr,\qquad (f,T_2g)=-i\int f^*g'\,dr,$$
$$(f,Wg)=\int f^*\left[-g''+\frac{l(l+1)}{r^2}g\right]dr .$$

Integration by parts, with vanishing boundary terms, shows that all three operators are symmetric. The weight $1/r$ is what makes this true: it cancels the factor $r$ in front of $p$ and $p^2$.

## Lemma 1: the algebra

**Proof.** From $[r,p]=i$ follows $[r,p^2]=2ip$. Since $r$ commutes with $1/r$,

$$[r,W]=r[r,p^2]=2irp=2iT_2 .$$

Next, $[T_2,r]=r[p,r]=-ir$. For $[T_2,W]$, use $pr=rp-i$ and $p^2r=rp^2-2ip$:

$$[rp,rp^2]=(r^2p^3-irp^2)-(r^2p^3-2irp^2)=irp^2,$$
$$\left[rp,\frac1r\right]=r(-i)\left(-\frac1{r^2}\right)=\frac ir .$$

Hence $[T_2,W]=iW$. The three commutators are now

$$[T_3,T_1]=\tfrac14[W+r,W-r]=\tfrac12[r,W]=iT_2,$$
$$[T_2,T_3]=\tfrac12(iW-ir)=iT_1,$$
$$[T_1,T_2]=-\tfrac12[T_2,W-r]=-\tfrac12(iW+ir)=-iT_3 .$$

For the Casimir operator, the squares of $W$ and $r$ cancel in

$$T_3^2-T_1^2=\tfrac12(Wr+rW)=rW-\tfrac12[r,W]=r^2p^2+l(l+1)-irp .$$

Also $T_2^2=r(pr)p=r^2p^2-irp$. The difference is $l(l+1)$. ∎

The minus sign in $[T_1,T_2]=-iT_3$ distinguishes this algebra from that of ordinary rotations. It permits a ladder with a lowest rung and no highest one.

## Lemma 2: the spectrum of $T_3$

The eigenvalues of $T_3$ with normalizable eigenfunctions are $n=l+1,l+2,\dots$, each simple.

**Proof.** Near the origin, solutions of $T_3f=qf$ behave as $r^{l+1}$ or $r^{-l}$. The second has infinite weighted norm, even for $l=0$, where $\int dr/r$ diverges logarithmically. This leaves one solution up to a factor, so eigenvalues are simple. At infinity normalizability selects decay as $e^{-r}$ times a power. The origin is the equation's one finite singular point, so the eigenfunction belongs to $D$.

Let $T_\pm=T_1\pm iT_2$. Lemma 1 gives

$$[T_3,T_\pm]=iT_2\pm i(-iT_1)=\pm T_\pm,$$
$$T_\mp T_\pm=T_1^2+T_2^2\pm i[T_1,T_2]=T_3^2\pm T_3-l(l+1).$$

Thus $T_\pm f$ has eigenvalue $q\pm1$ unless it vanishes. If $(f,f)=1$, then

$$\|T_\pm f\|^2=q(q\pm1)-l(l+1). \tag{1}$$

Moreover, every eigenvalue is positive, because

$$(f,T_3f)=\frac12\int_0^\infty\left[|f'|^2+\frac{l(l+1)}{r^2}|f|^2+|f|^2\right]dr>0 .$$

Lowering must therefore end. At the last rung $T_-f=0$, so $q(q-1)=l(l+1)$, whose roots are $l+1$ and $-l$. Positivity leaves $q=l+1$, and every eigenvalue exceeds this one by an integer.

The lowest function exists. Since $iT_2=r\,d/dr$ and $T_1=T_3-r$, the condition $T_-f=0$ reads

$$(l+1-r)f-rf'=0,\qquad f\propto r^{l+1}e^{-r}.$$

Direct substitution confirms $T_3f=(l+1)f$. Raising never stops, because (1) gives $\|T_+f\|^2=(q-l)(q+l+1)>0$ for $q\ge l+1$. ∎

Call the normalized eigenfunctions $\phi_n$, chosen positive near the origin. On $\phi_n$,

$$T_+\phi_n=\left(n-r+r\frac{d}{dr}\right)\phi_n .$$

If $\phi_n\simeq a_n(2r)^{l+1}$ at small $r$, the right side starts as $(n+l+1)a_n(2r)^{l+1}$, which is positive. The phase is thus fixed:

$$T_+\phi_n=\sqrt{(n-l)(n+l+1)}\,\phi_{n+1}. \tag{2}$$

## Lemma 3: explicit eigenfunctions

$$\phi_n(r)=\sqrt{\frac{(n-l-1)!}{(n+l)!}}\,(2r)^{l+1}e^{-r}L^{2l+1}_{n-l-1}(2r).$$

**Proof.** With $x=2r$, the equation $T_3\phi=n\phi$ becomes

$$\frac{d^2\phi}{dx^2}+\left[-\frac14+\frac nx-\frac{l(l+1)}{x^2}\right]\phi=0 .$$

Put $\phi=x^{l+1}e^{-x/2}y$. Two differentiations give

$$\frac{\phi''}{x^{l+1}e^{-x/2}}=y''+\left(\frac{2l+2}{x}-1\right)y'+\left[\frac{l(l+1)}{x^2}-\frac{l+1}{x}+\frac14\right]y .$$

After cancellation and multiplication by $x$,

$$xy''+(2l+2-x)y'+(n-l-1)y=0 .$$

This is Laguerre's equation, with polynomial solution $L^{2l+1}_{n-l-1}(x)$.

The ladder supplies the norm. Comparing the leading terms in (2) gives

$$\frac{a_{n+1}}{a_n}=\frac{n+l+1}{\sqrt{(n-l)(n+l+1)}}=\sqrt{\frac{n+l+1}{n-l}} .$$

For the lowest function, $\int_0^\infty x^{2l+1}e^{-x}dx=(2l+1)!$, so $a_{l+1}=1/\sqrt{(2l+1)!}$. Multiplying the ratios yields

$$a_n=\frac{1}{(2l+1)!}\sqrt{\frac{(n+l)!}{(n-l-1)!}} .$$

Division by $L^{2l+1}_{n-l-1}(0)=(n+l)!/[(n-l-1)!(2l+1)!]$ gives the stated prefactor. ∎

## Lemma 4: the tilt

For real $\theta$, $e^{i\theta T_2}f(r)=f(e^\theta r)$, and

$$e^{i\theta T_2}re^{-i\theta T_2}=e^\theta r,\qquad e^{i\theta T_2}We^{-i\theta T_2}=e^{-\theta}W .$$

**Proof.** With $s=\ln r$, $iT_2=r\,d/dr=d/ds$. Its exponential is the Taylor shift $s\to s+\theta$, which multiplies $r$ by $e^\theta$. Each term of $W$ has the dimension of an inverse length and acquires $e^{-\theta}$. The measure $dr/r=ds$ is unchanged, so the transformation is unitary in the weighted product. ∎

## Proof of (b)

Multiply $(H-E)u=0$ by $r$:

$$\left(\tfrac12W-Er-Z\right)u=0. \tag{3}$$

Since $W=T_3+T_1$ and $r=T_3-T_1$, this is linear in the generators:

$$\left[\left(\tfrac12-E\right)T_3+\left(\tfrac12+E\right)T_1-Z\right]u=0 .$$

**Negative energy.** Let $E=-k^2/2$ with $k>0$. A bound state decays as $e^{-kr}$ times a power. At the origin it is proportional to $r^{l+1}$: for $l\ge1$ the solution $r^{-l}$ is not square integrable, and for $l=0$ the condition $u(0)=0$ removes the constant. Hence $u\in D$, and its weighted norm is finite.

Set $\tilde u=e^{i\theta T_2}u$ with $e^{-\theta}=k$. Lemma 4 turns (3) into

$$\left(\frac k2W+\frac{k^2}{2}\frac rk-Z\right)\tilde u=(kT_3-Z)\tilde u=0 .$$

The tilt has removed $T_1$. Lemma 2 requires $Z/k=n$, so

$$k=\frac Zn,\qquad E_n=-\frac{Z^2}{2n^2},\qquad n=l+1,l+2,\dots$$

Conversely, each $\phi_n(Zr/n)$ solves the original equation and is square integrable. The tilt angle is $\theta_n=\ln(n/Z)$: each level needs its own dilation.

**Zero and positive energy.** It remains to exclude bound states with $E\ge0$. Write the equation for a nonzero real solution as $u''=-Qu$, with

$$Q=2E+\frac{2Z}{r}-\frac{l(l+1)}{r^2}.$$

At large $r$, $Q>0$ and $Q'<0$. Let $F=u'^2+Qu^2>0$. Then $F'=Q'u^2$, and

$$\left(\frac FQ\right)'=\frac{Q'u^2}{Q}-\frac{Q'(u'^2+Qu^2)}{Q^2}=-\frac{Q'u'^2}{Q^2}\ge0 .$$

So $F\ge cQ$ for some $c>0$. Since $\int^\infty Q\,dr$ diverges, even at $E=0$ through the term $2Z/r$, $\int^\infty F\,dr$ diverges too.

Suppose nevertheless that $\int^\infty u^2dr$ is finite. Then $\int^\infty Qu^2dr$ is finite, and $\int^\infty u'^2dr$ must diverge. From $(uu')'=u'^2-Qu^2$ it follows that $uu'\to+\infty$. But $uu'=(u^2)'/2$, so $u^2$ grows without limit, a contradiction. ∎

**Remark: the continuum in the algebra.** For $E=k^2/2>0$ the same dilation gives $(kT_1-Z)\tilde u=0$. Since $[T_3,T_1]=iT_2$ and $[T_3,T_2]=-iT_1$,

$$e^{i\varphi T_3}T_1e^{-i\varphi T_3}=T_1\cos\varphi-T_2\sin\varphi .$$

At $\varphi=\pi/2$ this is $-T_2$, the generator of shifts in $\ln r$. Its eigenfunctions $r^{i\nu}$ have constant modulus and are not normalizable. For nonzero energy, the sign thus decides whether the equation is equivalent to one for $T_3$, with a discrete ladder, or for $T_1$. At $E=0$ the equation contains only $W=T_3+T_1$, which a dilation rescales but cannot turn into either generator.

**Remark: other potentials.** If $Z\le0$, $kT_3\tilde u=Z\tilde u$ contradicts the positivity of $T_3$, so no negative-energy bound state exists. If a further potential $g/(2r^2)$ with $g>0$ is added, put $l(l+1)+g=\lambda(\lambda+1)$ with $\lambda>0$. The ladder argument holds with $\lambda$ in place of $l$, giving

$$E=-\frac{Z^2}{2(\lambda+1+n_r)^2},\qquad n_r=0,1,2,\dots$$

For fixed $g$, $\lambda-l$ depends on $l$, so the coincidence of levels with different $l$ and the same $n$ is lost. A general potential gives an $rV(r)$ that is not linear in the generators, and this solution fails.

## Proof of (c)

Define $S_n(r)=\phi_n(kr)$, with the same $k$ for all $n$. Dilation invariance of $dr/r$ gives $(S_m,S_n)=\delta_{mn}$. Rescaling $T_3\phi_n=n\phi_n$ and dividing by $r$ gives

$$\left[\frac{p^2}{2}+\frac{l(l+1)}{2r^2}-\frac{nk}{r}\right]S_n=-\frac{k^2}{2}S_n .$$

The Sturmians share one energy and belong to different charges $nk$. Hydrogen eigenfunctions share one charge and have different energies.

Substituting $kr$ for the integration variable,

$$(S_m,rS_n)=\frac1k(\phi_m,r\phi_n)=\frac1k(\phi_m,(T_3-T_1)\phi_n).$$

Here $T_3$ is diagonal, and $T_1=(T_++T_-)/2$ changes $n$ by one. Equation (2) supplies the elements stated in (c). ∎

The weighted element $(S_m,rS_n)$ is also the ordinary overlap $\int S_mS_n\,dr$. The ordinary matrix element of $r$ is instead

$$\int_0^\infty S_m\,r\,S_n\,dr=(S_m,r^2S_n).$$

The square of a tridiagonal matrix reaches two places from the diagonal. Its outermost element,

$$\frac{\sqrt{(n-l)(n+l+1)(n+1-l)(n+l+2)}}{4k^2},$$

never vanishes, so this matrix is pentadiagonal. The proof also needs the common $k$; it does not apply to the hydrogen eigenfunctions, whose scales $Z/n$ differ. Between those of one $l$, the weighted element of $r$ is their ordinary overlap, which vanishes for different $n$. Their ordinary matrix of $r$ is not pentadiagonal: for $Z=1$ the element between 2p and 5p, three places from the diagonal, has magnitude 0.447 bohr.

## Corollary: normalization and mean radius

The physical state has unit norm in the measure $dr$. Because

$$\int\phi_n^2dr=(\phi_n,(T_3-T_1)\phi_n)=n,$$

the correct function is $u_n(r)=(\sqrt Z/n)\phi_n(Zr/n)$: its norm is $(Z/n^2)(n/Z)n=1$.

For the mean radius, $T_1\phi_n$ has no component along $\phi_n$. Its two components are orthogonal, so (1) gives

$$(\phi_n,r^2\phi_n)=n^2+\|T_1\phi_n\|^2=n^2+\tfrac14[2n^2-2l(l+1)].$$

Therefore

$$\langle r\rangle=\frac{Z}{n^2}\left(\frac nZ\right)^2\frac{3n^2-l(l+1)}{2}=\frac{3n^2-l(l+1)}{2Z}.$$

## Corollary: a tridiagonal eigenproblem

Expand $u=\sum_nc_nS_n$ with fixed $k$. From $rH=W/2-Z$, the matrices $A_{mn}=\int S_mHS_n\,dr$ and $B_{mn}=\int S_mS_n\,dr$ have the nonzero elements

$$A_{nn}=\frac{kn}{2}-Z,\qquad A_{n+1,n}=\frac k4\sqrt{(n-l)(n+l+1)},$$
$$B_{nn}=\frac nk,\qquad B_{n+1,n}=-\frac{1}{2k}\sqrt{(n-l)(n+l+1)},$$

and their transposes. The equation is $Ac=EBc$. In a finite basis its $j$th lowest root is an upper bound to the $j$th bound level of this $l$: that level is the minimum, over $j$-dimensional spaces, of the largest energy expectation value in the space, and a finite basis restricts the choice of spaces. If $k=Z/n$ and $S_n$ is included, $(H-E_n)S_n=0$, so $E_n$ is a root for any basis size.

## Example: hydrogen p states

Take $Z=1$, $l=1$ and $k=0.4\ \mathrm{bohr}^{-1}$. The first elements of $r$ in the weighted product are

$$(S_2,rS_2)=\frac{2}{0.4}=5\ \mathrm{bohr},\qquad (S_3,rS_2)=-\frac{\sqrt{1\cdot4}}{0.8}=-2.5\ \mathrm{bohr},$$
$$(S_4,rS_3)=-\frac{\sqrt{2\cdot5}}{0.8}=-3.952847\ \mathrm{bohr}.$$

Quadrature of the functions gives the same values and leaves at most $4.7\times10^{-13}$ bohr outside the three diagonals, which is rounding error. In the ordinary measure, the element between $S_2$ and $S_4$ is $2.5\times3.952847=9.882118\ \mathrm{bohr}^2$, also confirmed by quadrature.

Two functions suffice to follow an eigenproblem by hand. Choose $k=1/3$, the scale of 3p, and keep $S_2,S_3$:

$$A=\begin{pmatrix}-2/3&1/6\\1/6&-1/2\end{pmatrix},\qquad B=\begin{pmatrix}6&-3\\-3&9\end{pmatrix}.$$

The determinant condition is

$$\left(-\tfrac23-6E\right)\left(-\tfrac12-9E\right)-\left(\tfrac16+3E\right)^2=45E^2+8E+\tfrac{11}{36}=0,$$

with roots $E=(-8\pm3)/90$, or $-0.122222$ and $-0.055556$ hartree. The upper root is the 3p level $-1/18$. The lower one lies above the 2p level $-1/8$, as the bound requires.

At $k=0.4$ no p level has the basis scale, and the energies in hartree converge as follows.

| Functions | 2p | 3p | 4p |
|---|---|---|---|
| 4 | −0.12499962 | −0.05554760 | −0.02341691 |
| 8 | −0.12500000 | −0.05555556 | −0.03123683 |
| 16 | −0.12500000 | −0.05555556 | −0.03125000 |
| Bohr | −0.12500000 | −0.05555556 | −0.03125000 |

With four functions the 4p energy is too high by 0.0078 hartree, a quarter of the exact magnitude 0.03125 hartree; with eight the error is $1.3\times10^{-5}$ hartree. The mismatch of scales fixes the geometric factor in the decay of the expansion coefficients. The Laguerre generating function

$$\sum_{p=0}^\infty t^pL_p^\alpha(x)=(1-t)^{-\alpha-1}e^{-xt/(1-t)}$$

expands $e^{-k_nr}$ in functions of scale $k$ if $t/(1-t)=(k_n-k)/(2k)$, that is, $t=(k_n-k)/(k_n+k)$. For 2p, 3p and 4p, $|t|=1/9$, $1/11$ and $3/13$. The exponential of 4p therefore has the slowest geometric decay of coefficients. This factor alone does not order the errors in a small basis: 3p has the smallest $|t|$, yet with four functions its error, $8.0\times10^{-6}$ hartree, exceeds the 2p error, $3.8\times10^{-7}$ hartree. The state $n$ also carries a polynomial of degree $n-l-1$. Since $r^je^{-k_nr}=(-\partial/\partial k_n)^je^{-k_nr}$, a term $r^j$ replaces $t^p$ by $t^{p-j}$ times a polynomial of degree $j$ in $p$. The ratio $t$ alone therefore does not give the size or the order of the energy errors in small bases such as those of the table. In large bases the geometric factor dominates: the error, being quadratic in the omitted coefficients, falls by a ratio per added function that tends to $t^2$, modified by power-law factors. The approach is slow: for 4p the ratio is 0.144 from 8 to 9 functions and 0.072 from 26 to 27, against $t^2=0.053$. The 3p error still exceeds the 2p error with 15 functions and is below it with 26.

A radial grid calculation, which does not use the algebra, reproduces, with a step of 0.02 bohr, the three lowest Bohr levels for $l=0,1,2$ to within $5.0\times10^{-5}$ hartree. It also gives a 3p mean radius of 12.4999 bohr, against $(27-2)/2=12.5$ bohr from the formula. Both deviations are second-order grid errors: halving the step reduces the largest level error to $1.2\times10^{-5}$ hartree and moves the radius from 12.49986 to 12.49996 bohr. The 2p, 3p and 4p energies are −3.40, −1.51 and −0.85 eV in this model, which omits nuclear motion, relativity and radiative effects. Further values are in the numerical output.

## Computed results

```
grid T3 eigenvalues, l=0: 1.0000 2.0000 3.0000
grid T3 eigenvalues, l=1: 2.0000 3.0000 3.9999
grid T3 eigenvalues, l=2: 3.0000 4.0000 5.0000
largest |grid - Bohr|, l=0,1,2: 5.0e-05 hartree
Z = 1, l = 1, Sturmian scale k = 0.4 1/bohr
n=2: k_n = 0.500000 1/bohr, tilt theta = 0.693147
n=3: k_n = 0.333333 1/bohr, tilt theta = 1.098612
n=4: k_n = 0.250000 1/bohr, tilt theta = 1.386294
Weighted (dr/r) matrix of r by quadrature, n=2..5, bohr:
    5.000000  -2.500000   0.000000   0.000000
   -2.500000   7.500000  -3.952847   0.000000
    0.000000  -3.952847  10.000000  -5.303301
    0.000000   0.000000  -5.303301  12.500000
largest element outside three diagonals: 4.7e-13 bohr
Ordinary (dr) integrals of S_2 r S_n, n=2..5, bohr^2:
   31.250000 -31.250000   9.882118   0.000000
Pencil energies of 2p, 3p, 4p in hartree:
   4 functions: -0.124999620 -0.055547604 -0.023416912
   8 functions: -0.125000000 -0.055555556 -0.031236833
  16 functions: -0.125000000 -0.055555556 -0.031250000
  24 functions: -0.125000000 -0.055555556 -0.031250000
  Bohr formula: -0.125000000 -0.055555556 -0.031250000
  grid:         -0.125001 -0.055556 -0.031250
  Bohr, in eV:  -3.40142 -1.51174 -0.85036
two functions, k = 1/3: -0.122222222 -0.055555556 hartree
3p mean radius: grid 12.4999, formula 12.5000 bohr
tilt check at theta=0.4, r=1.3: series 0.5408336260, dilated 0.5408336260
```
